Piecewise linearity of E(N) from distant replicas

**1. The target curve for a fractional-charge correction**

When a hybrid mixing fraction or a Koopmans-type correction is fitted to fractional occupations, one must decide what the energy between two integers should be. The target is the straight chord between the energies at N and N+1 electrons, with the nuclei held fixed. A smooth curve through several integers is the wrong target: it removes the change of slope at an integer, which is the quantity wanted for a gap.

The proof below uses copies of the system placed far apart. It shows which assumptions fix the chord and where each enters. Hartree atomic units are used; main results are also given in eV.

**2. Statement and assumptions**

Let v be the external potential of one finite system and E_N its ground-state energy with N electrons. We assume that bound ground states with N and N+1 electrons exist, with densities ρ_N and ρ_{N+1}. Let E_v[ρ] be the energy functional, extended to densities that integrate to a non-integer. For 0 ≤ ω ≤ 1 define

E(N+ω) = inf E_v[ρ], over all ρ with ∫ρ(r)dr = N+ω.   (1)

For rational ω = p/q the claim is

E(N+ω) = (1−ω)E_N + ωE_{N+1},   (2)

with the infimum reached by

ρ_ω = (1−ω)ρ_N + ωρ_{N+1}.   (3)

Four assumptions are used.

(a) Variational principle and degeneracy. If the total electron number is an integer, the functional never lies below the ground-state energy. It equals that energy for the density of every ground state, including every superposition within a degenerate manifold.

(b) Size consistency. The energy of infinitely separated pieces is the sum of the energies of the pieces, even if each holds a fractional number of electrons.

(c) Translational invariance. Shifting the potential and the density together leaves the energy unchanged.

(d) Convexity of the integer energies, assumed at every electron number because the condition at the N of equation (2) alone is not enough:

2E_N ≤ E_{N−1} + E_{N+1}.   (4)

Equivalently, each further electron is removed at no smaller cost than the one before. For Coulomb systems this is taken here as an assumption, not derived.

Assumption (b) needs a qualification. Suppose a copy holds 10 electrons with probability 0.1 and none with probability 0.9, so that its mean is 1. Two such copies cannot have a total of 2 in every configuration, because the total is at least 10 whenever one of them is occupied. Ten copies can have a fixed total of 10, by letting the occupied copy take each position in turn. We therefore require additivity for Q = mq copies with some suitable integer m, which may depend on the density, and not for every small number of copies. Put P = mp, so that P/Q = p/q = ω.

**3. Energy of Q distant copies**

Place Q copies of v at mutual distances of order R and give them QN+P electrons in total, with 0 < P < Q. Keep Q fixed and let R → ∞. The interactions between copies then vanish, and so does exchange between electrons on different copies, since their orbitals do not overlap. If copy i holds n_i electrons, the lowest energy is

E_tot = min Σ_i E_{n_i}, with Σ_i n_i = QN+P.   (5)

To find the minimum, define the increment

D(n) = E_{n+1} − E_n.

Equation (4), taken at each electron number n, says D(n−1) ≤ D(n), so D does not decrease with n. Suppose two copies hold a and b electrons with a ≥ b+2. Moving one electron from the first to the second changes the energy by

E_{a−1} + E_{b+1} − E_a − E_b = D(b) − D(a−1) ≤ 0,

because a−1 ≥ b+1 > b. The move also changes the sum of squared occupations by

(a−1)² + (b+1)² − a² − b² = −2(a−b) + 2 ≤ −2.

This sum is a non-negative integer, so the moves must end, and they end when no two occupations differ by more than one. Let k be the smallest occupation at that point and j the number of copies with k+1, where 0 ≤ j < Q. Then Qk+j = QN+P. Since j and P both lie between 0 and Q−1, k = N and j = P. Therefore

E_tot = (Q−P)E_N + PE_{N+1}.   (6)

If (4) holds with equality, other placements may have the same energy, but (6) is unchanged.

**4. A ground state in which all copies look alike**

There are Q!/[P!(Q−P)!] ways to choose the copies that carry the extra electron, and all of them have energy (6). Number the copies around a ring. Let Φ_0 be the antisymmetrized state in which P consecutive copies hold N+1 electrons and the others N, and let Φ_k be the same state with the pattern shifted by k places. As 0 < P < Q, the Q shifted patterns are all different. The state

Ψ = Q^(−1/2) Σ_k Φ_k, k = 0, …, Q−1,   (7)

is a superposition of degenerate ground states, hence itself a ground state in the limit R → ∞.

Its density is

⟨Ψ|ρ̂(r)|Ψ⟩ = (1/Q) Σ_k Σ_l ⟨Φ_k|ρ̂(r)|Φ_l⟩.

For k ≠ l there is a copy i on which the two patterns have different electron numbers n_i(k) and n_i(l). The density operator moves no electron between copies, so it commutes with the number operator N̂_i of that copy:

0 = ⟨Φ_k|[N̂_i, ρ̂(r)]|Φ_l⟩ = [n_i(k) − n_i(l)] ⟨Φ_k|ρ̂(r)|Φ_l⟩.

The bracket in front is not zero, so the matrix element is. The Q diagonal terms remain. A given copy holds the extra electron in P of them and lacks it in Q−P, so its density, referred to its own centre, is

[(Q−P)/Q]ρ_N + (P/Q)ρ_{N+1} = ρ_ω.   (8)

The same reasoning applies to the one-body density matrix with both positions on one copy, which is also the weighted average. It does not apply to the block connecting two copies: moving an electron from one copy to another can connect two different placements. A method that uses the full density matrix therefore has access to information that the density alone does not show.

Equation (8) does not describe a copy containing a fraction of an electron in any single observation. A count on one copy gives N with probability 1−ω and N+1 with probability ω. The fraction is an average over a number that fluctuates between integers, and the correlation between copies keeps the total fixed.

**5. The two bounds**

Upper bound. The density of Ψ consists of Q translated copies of ρ_ω. By (a), the functional evaluated on it equals E_tot. By (b) it is the sum of the energies of the pieces, and by (c) these are equal:

QE_v[ρ_ω] = (Q−P)E_N + PE_{N+1}.

Division by Q gives

E_v[ρ_ω] = (1−ω)E_N + ωE_{N+1}.   (9)

Since ρ_ω is one admissible density in (1), E(N+ω) cannot exceed this value.

Lower bound. Equation (9) alone does not exclude another density with the same electron number and a lower energy. Let ρ be any trial density with N+p/q electrons and place Q copies of it far apart. The total, QN+P, is an integer, so the variational principle applies:

QE_v[ρ] ≥ (Q−P)E_N + PE_{N+1}.

The left side again uses (b) and (c), the right side is (6). Division by Q gives

E_v[ρ] ≥ (1−ω)E_N + ωE_{N+1}

for every trial density. With (9), this proves (2) and (3) for rational ω between 0 and 1. At ω = 0 and ω = 1 equation (2) is the ordinary variational principle.

A finite number of copies cannot represent an irrational ω. If E is assumed continuous in the electron number, its values at rational ω fix the rest, and (2) holds on the whole interval. Continuity is an additional assumption.

**6. Slopes at an integer**

With ionization energy I = E_{N−1} − E_N and electron affinity A = E_N − E_{N+1}, equation (2) gives

dE/dN = E_N − E_{N−1} = −I just below N,
dE/dN = E_{N+1} − E_N = −A just above N.

The slope jumps by I − A, the fundamental gap, which (4) makes non-negative. If the gap vanishes, the two segments join without a kink.

Both energies refer to the same v. If the geometry is relaxed separately at N and N+1, the potential changes and the argument no longer describes the curve.

**7. What goes wrong without convexity**

Suppose 2E_N > E_{N−1} + E_{N+1}. Take an even number Q of copies and QN electrons. Giving half the copies N−1 and the other half N+1 electrons costs

(Q/2)(E_{N−1} + E_{N+1}) < QE_N.

The ground-state energy E_tot of the set is thus below QE_N. Superpose the distinct cyclic shifts of a lowest placement with equal weights. Every copy then has the same density ρ̄ with N electrons. If additivity holds for these Q copies of ρ̄ (the qualified form of (b) in Section 2 does not by itself guarantee it for this particular Q), then (a), (b) and (c) give

E_v[ρ̄] = E_tot/Q < E_N.

But ρ̄ is an N-electron density in the potential v, and (a) requires E_v[ρ̄] ≥ E_N. No functional can satisfy both. When additivity holds for this set of copies, convexity is therefore needed for the other assumptions to be compatible, besides selecting the placement in Section 3.

As a model case take E_0 = 0, E_1 = −0.2 and E_2 = −0.6 hartree. Two electrons on two copies have energy 2(−0.2) = −0.4 hartree when separated and 0 − 0.6 = −0.6 hartree when paired. Enumeration gives the placements (0,2) and (2,0), with −0.300 hartree per copy, below the one-electron energy of −0.2 hartree.

**8. Magnesium: energies of shared electrons**

The example uses Mg with 10, 11 and 12 electrons in the 6-31G basis. The core is frozen as in Mg²⁺, and the valence electrons are treated by full configuration interaction in two s and three p orbitals per atom. Core correlation and relativity are left out, and the basis and the valence orbital space are small, so the energies define a consistent model and are not predictions for experiment. The isolated atoms give

E_10 = −198.811709 hartree,
E_11 = −199.351816 hartree,
E_12 = −199.626071 hartree.

Removing an electron from Mg⁺ costs E_10 − E_11 = 0.5401 hartree (14.70 eV); removing one from neutral Mg costs E_11 − E_12 = 0.2743 hartree (7.46 eV). With all virtual orbitals of the cc-pVTZ basis and the same frozen core these become 14.71 and 7.52 eV. The first is larger, so (4) holds at N = 11. The slope there changes from −0.5401 to −0.2743 hartree per electron, a jump of 0.2659 hartree.

Two or three atoms 1000 bohr apart were then diagonalized as one Coulomb system, without prescribing which atom carries which charge. For ω = 1/2, one ion and one neutral atom should give

E_11 + E_12 = −199.351816 − 199.626071 = −398.977887 hartree,

which is the computed total to all printed digits. For ω = 2/3 the expected total is

E_11 + 2E_12 = −199.351816 − 399.252142 = −598.603958 hartree,

again the computed value. Per copy this is −199.534653 hartree, on the chord.

For ω = 1/3 there are two ions and one neutral atom:

2E_11 + E_12 = −398.703632 − 199.626071 = −598.329703 hartree.

The computed total is −598.328702 hartree, higher by about 0.0010 hartree. This is the repulsion of the two ions, 1/R = 1/1000 hartree. The excess multiplied by R is 1.00000, and shared among three copies it gives the printed deviation of 3.33×10⁻⁴ hartree per copy.

The degeneracy and the density average were tested for ω = 1/2 and 1/3. The total spin projection was fixed at 1/2 for ω = 1/2 and at 1 for ω = 1/3, which leaves one state per placement; other orientations of the ion spins give further degenerate states that were not computed. Within this sector the two or three lowest states coincide to rounding error. In their equal superposition the copies hold 1.50000 or 1.33333 valence electrons each. The density matrix of each copy differs from the weighted average of the isolated-atom matrices by at most 1.2×10⁻⁵ in any element. These results support the premises about energies and densities; they do not test the assumptions made about the functional itself.

**9. How the limit is approached**

The order of limits matters. With Q copies there are at most Q(Q−1)/2 charged pairs. For net charges of magnitude at most z and separations of at least R, the leading Coulomb energy per copy is bounded in magnitude by

(Q−1)z²/(2R).

This vanishes when R → ∞ at fixed Q, but the bound gives no such assurance if Q grows in proportion to R.

With one Mg⁺ ion and one neutral Mg atom there is no 1/R term, and since both have spherical ground-state densities, no permanent multipole of either adds a higher inverse power of R. The ion produces a field F = 1/R² at the neutral atom, whose energy changes by −αF²/2, where α is its dipole polarizability. The leading correction to the total energy is therefore

ΔE = −α/(2R⁴).   (10)

A separate calculation in a uniform field of 0.001 atomic units gives α = 42.445 bohr³ within this small orbital space (42.443 in the zero-field limit). This is a model value and is not converged: with the same frozen core it rises to about 58 bohr³ when all 6-31G virtual orbitals are used and to about 74 bohr³ in the cc-pVTZ basis. The energies below therefore test the form of (10) and are not the interaction of real Mg⁺ and Mg. At R = 40 bohr equation (10) gives

−42.445/(2 × 40⁴) = −8.290×10⁻⁶ hartree,

against −8.352×10⁻⁶ hartree from the two-atom calculation. At 80 bohr the values are −5.181×10⁻⁷ and −5.191×10⁻⁷ hartree. Relative to (10), the difference falls from 0.7% to 0.2%, as expected if the next term is smaller by a factor of order 1/R²; that term was not identified separately.

**10. Measuring the error of an approximate functional**

An approximate method has its own endpoint energies, and its deviation from linearity should be measured against its own chord:

δ(ω) = E_app(N+ω) − (1−ω)E_app(N) − ωE_app(N+1).   (11)

This separates curvature from errors at the integers. A method may have δ = 0 throughout and still give a wrong ionization energy, because both endpoints can be wrong.

For Mg between 11 and 12 electrons, the occupation of the second 3s spin orbital was varied with all orbitals relaxed, in the 6-31G basis. At ω = 1/2, Hartree–Fock gives δ = +0.0020 hartree (+0.055 eV). The local density approximation, with Slater exchange and VWN correlation, gives δ = −0.0272 hartree (−0.740 eV). In the larger cc-pVTZ and def2-QZVP bases the Hartree–Fock value rises to +0.0021 hartree (0.057 to 0.058 eV), and the local density value moves by at most 0.001 eV.

The Hartree–Fock sign can be derived. Let one spin orbital φ have occupation ω and all other occupied spin orbitals occupation one. At fixed orbitals, the terms of second order in ω are

(ω²/2)(J_φφ − K_φφ) = 0,

since the Coulomb self-repulsion J_φφ equals the self-exchange K_φφ. The energy L_χ(ω) for a fixed orbital set χ is thus linear in ω. The relaxed energy is E_HF(ω) = min L_χ(ω) over χ. For ω = (1−t)a + tb with 0 ≤ t ≤ 1, every set χ obeys

L_χ(ω) = (1−t)L_χ(a) + tL_χ(b) ≥ (1−t)E_HF(a) + tE_HF(b).

Taking the minimum on the left shows that E_HF is concave, so it lies on or above its chord. This requires the lowest solution at each ω. In the local density approximation the approximate exchange need not cancel the Coulomb self-repulsion; its negative deviation is a numerical result for this atom, not a theorem.

To convert a midpoint deviation into a slope error, use the quadratic model

E_app(N+ω) = E_app(N) + bω + cω²/2.

The endpoint difference is b + c/2. Subtracting the chord gives

δ(ω) = bω + cω²/2 − ω(b + c/2) = −cω(1−ω)/2,   (12)

so that δ(1/2) = −c/8. For the local density approximation c = 8 × 0.02719 = 0.218 hartree. The slope is b at ω = 0 and b+c at ω = 1, while the chord has slope b+c/2. The end slopes thus differ from the chord slope by −0.109 and +0.109 hartree per electron. These are model estimates from a single midpoint. The eigenvalues of the fractionally occupied orbital give −0.104 at ω = 0 and +0.109 at ω = 1, so the quadratic form is close but not exact.

Within the same model, adding cω(1−ω)/2 restores the chord and leaves both integer energies unchanged. Before using such a term, compute at least one further occupation: equation (12) predicts δ(1/4) = (3/4)δ(1/2), and a departure from this ratio shows that one parameter is not enough.

The replica picture also shows what curvature does in an extended calculation. Let one extra electron be spread equally over M distant copies, each with occupation 1/M, and leave out the electrostatic interaction between copies. If the approximate functional is size consistent, its energy relative to the electron localized on one copy is

Mδ(1/M) = −(c/2)(1 − 1/M).   (13)

The correct value is zero for every M. With M = 2, the computed midpoint gives 2 × (−0.0272) = −0.054 hartree without using the quadratic model. With it, the limit M → ∞ is −c/2 = −0.109 hartree; without it, the limit is the slope at ω = 0 minus the chord slope, −0.104 hartree. Positive curvature thus favours spreading the electron, and negative curvature favours localizing it. A correction evaluated only for an electron already spread over many copies can miss this error: the deviation per copy, δ(1/M), tends to zero while the total in (13) does not. The fractional-charge test should therefore be made on the unit on which the electron can localize.

The complete values are given in the numerical output below.

Values computed for the example and the checks

```
E(10 electrons) = -198.811709 hartree
E(11 electrons) = -199.351816 hartree
E(12 electrons) = -199.626071 hartree
E10-E11 = 0.540106 hartree = 14.697 eV
E11-E12 = 0.274255 hartree = 7.463 eV
slope jump at 11 electrons = 0.265851 hartree
distance of copies R = 1000 bohr
w=1/3: total energy of 3 copies = -598.328702 hartree
w=1/3: energy per copy = -199.442901 hartree
w=1/3: straight line = -199.443234 hartree
w=1/3: per copy minus line = 3.33e-04 hartree
w=1/2: total energy of 2 copies = -398.977887 hartree
w=1/2: energy per copy = -199.488943 hartree
w=1/2: straight line = -199.488943 hartree
w=1/2: per copy minus line = -1.05e-11 hartree
w=2/3: total energy of 3 copies = -598.603958 hartree
w=2/3: energy per copy = -199.534653 hartree
w=2/3: straight line = -199.534653 hartree
w=2/3: per copy minus line = -1.41e-11 hartree
w=1/3: total excess times R = 1.00000 (pure number)
w=1/3: number of degenerate placements = 3
w=1/2: splitting of the 2 lowest states = 2.2e-16 hartree
w=1/3: splitting of the 3 lowest states = 6.7e-16 hartree
w=1/2: valence electrons per copy = 1.50000 1.50000
w=1/3: valence electrons per copy = 1.33333 1.33333 1.33333
w=1/2: largest density-matrix error = 4.2e-06
w=1/3: largest density-matrix error = 1.2e-05
polarizability of neutral Mg = 42.445 bohr^3
w=1/2, R=40 bohr: total minus limit = -8.3521e-06 hartree
w=1/2, R=40 bohr: -alpha/(2R^4) = -8.2900e-06 hartree
w=1/2, R=80 bohr: total minus limit = -5.1907e-07 hartree
w=1/2, R=80 bohr: -alpha/(2R^4) = -5.1813e-07 hartree
non-convex ladder E0, E1, E2 = [0.0, -0.2, -0.6] hartree
non-convex: best placements of 2 electrons on 2 copies = [(0, 2), (2, 0)]
non-convex: energy per copy = -0.300 hartree
HF midpoint minus chord = 0.002012 hartree = 0.055 eV
LDA midpoint minus chord = -0.027190 hartree = -0.740 eV
```
